\section*{The Nielsen-Martin stress theorem: stress from a single ground state, part 3}

The stress theorem, which needs only the unstrained ground state, is now tested numerically. Hartree atomic units are used ($\hbar=m_e=e=4\pi\epsilon_0=1$). A strain $S=1+\epsilon$ of a system with energy $E$ and volume $\Omega$ keeps fractional coordinates fixed, and
\begin{equation}
\Omega\,\sigma_{\alpha\beta}=\left.\frac{\partial E}{\partial\epsilon_{\alpha\beta}}\right|_{\epsilon=0},\qquad P=-\tfrac13\sum_\alpha\sigma_{\alpha\alpha}.
\label{eq:def}
\end{equation}
\begin{equation}
\Omega\,\sigma_{\alpha\beta}=-\left(2T_{\alpha\beta}+U_{\alpha\beta}\right).
\label{eq:theorem}
\end{equation}
Here $T_{ab}=\sum_i\langle p_{ia}p_{ib}\rangle/2m_i$, with trace $T$, and $U_{\alpha\beta}$ is minus the strain derivative of the potential energy $U$. The strained state and its kinetic energy are
\begin{equation}
(D_S\Psi)(\mathbf r_1,\dots,\mathbf r_N)=(\det S)^{-N/2}\,\Psi(S^{-1}\mathbf r_1,\dots,S^{-1}\mathbf r_N).
\label{eq:D}
\end{equation}
\begin{equation}
\bar T(\epsilon)=\sum_{ab}(S^{-1}S^{-T})_{ab}\,T_{ab}.
\label{eq:Tfinite}
\end{equation}
For charges $q_i$ with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, without a lattice,
\begin{equation}
U_{\alpha\beta}=\frac12\sum_{i\ne j}q_iq_j\Big\langle\frac{r_{ij\alpha}r_{ij\beta}}{r_{ij}^3}\Big\rangle .
\label{eq:coul}
\end{equation}
In a neutral periodic cell, with reciprocal vectors $\mathbf G$,
\begin{equation}
\phi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{eq:phi}
\end{equation}
\begin{equation}
U=\frac12\sum_{i\ne j}q_iq_j\,\phi(\mathbf r_{ij})+\frac{\xi}{2}\sum_iq_i^2,\qquad \xi=\lim_{r\to0}\Big[\phi(\mathbf r)-\frac1r\Big].
\label{eq:Uper}
\end{equation}
\begin{align}
-\frac{\partial}{\partial\epsilon_{\alpha\beta}}\frac{4\pi}{\Omega G^2}&=\frac{4\pi}{\Omega^2G^2}\,\Omega\delta_{\alpha\beta}+\frac{4\pi}{\Omega G^4}\,(-2G_\alpha G_\beta)\nonumber\\
&=\frac{4\pi}{\Omega G^2}\Big(\delta_{\alpha\beta}-\frac{2G_\alpha G_\beta}{G^2}\Big).
\label{eq:kernel}
\end{align}
The Ewald tensor of point charges, for any $\eta>0$, is
\begin{align}
U^{\rm Ew}_{\alpha\beta}={}&\frac12{\sum_{ij\mathbf L}}'q_iq_j\Big[\frac{\mathrm{erfc}(\eta R)}{R^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2R^2}}{R^2}\Big]R_\alpha R_\beta\nonumber\\
&+\sum_{\mathbf G\ne0}g(\mathbf G)\Big[\delta_{\alpha\beta}-2G_\alpha G_\beta\Big(\frac1{G^2}+\frac1{4\eta^2}\Big)\Big]+b\,\delta_{\alpha\beta},
\label{eq:Uew}
\end{align}
with lattice vectors $\mathbf L$, $\mathbf R=\mathbf r_{ij}+\mathbf L$, $g(\mathbf G)=\frac{2\pi}{\Omega}|\sum_iq_ie^{i\mathbf G\cdot\mathbf r_i}|^2e^{-G^2/4\eta^2}/G^2$, $b=-\pi(\sum_iq_i)^2/2\Omega\eta^2$; the prime omits $i=j$ at $\mathbf L=0$. For Coulomb systems
\begin{equation}
3P\Omega=2T+U ,
\label{eq:virial}
\end{equation}
so $T=3P\Omega-E$. For $\epsilon_{\alpha\beta}=h\delta_{\alpha\beta}$, $dE/dh=-3P\Omega$. The distance between two clamped nuclei is $d$. In a container $v(\mathbf r)$, strained to $v(S^{-1}\mathbf r)$ and left out of $U$,
\begin{equation}
\frac{\partial E}{\partial\epsilon_{\alpha\beta}}=-W_{\alpha\beta},\qquad W_{\alpha\beta}=\sum_i\langle r_{i\beta}\,\partial_\alpha v(\mathbf r_i)\rangle .
\label{eq:W}
\end{equation}
\begin{equation}
2T_{\alpha\beta}+U_{\alpha\beta}=W_{\alpha\beta}.
\label{eq:wall}
\end{equation}
For a fixed list of plane waves, which strains with the cell, the theorem is exact for the energy in that basis. With cutoff $E_c$ this energy is $E_\infty+\Delta(h,E_c)$, $\Delta\ge0$, and
\begin{equation}
\frac{dE}{dh}\Big|_{\rm list}=\frac{dE}{dh}\Big|_{E_c}-2E_c\frac{\partial E}{\partial E_c}.
\label{eq:pulay}
\end{equation}
The last term gives the Pulay stress.

\section{A model crystal}

\noindent Q: Show me the theorem on a correlated state in a cell of low symmetry.

\medskip\noindent A: The chosen inputs are the lattice vectors $(6.2,0,0)$, $(0.9,6.6,0)$ and $(0.5,-0.7,6.0)$ bohr. The matrix is triangular, so $\Omega=6.2\times6.6\times6.0=245.520$ bohr$^3$, roughly the volume per molecule of uncompressed solid H$_2$. Two clamped unit charges sit at $\pm\boldsymbol\tau$, 1.4 bohr apart along $\mathbf n=(1,2,2)/3$. Two electrons have a wave function periodic in one cell,
\begin{equation}
\Psi=\frac1\Omega\sum_{\mathbf G\mathbf G'}C_{\mathbf G\mathbf G'}\,e^{i\mathbf G\cdot\mathbf r_1}e^{i\mathbf G'\cdot\mathbf r_2},
\end{equation}
with the 91 plane waves of $G^2/2\le4.0$ hartree, so the two-electron space has dimension $91^2=8281$. Group (\ref{eq:Uper}) into an electron-ion part $-\sum_{i}[\phi(\mathbf r_i-\boldsymbol\tau)+\phi(\mathbf r_i+\boldsymbol\tau)]$, an electron-electron part $\phi(\mathbf r_{12})$, and a constant made of the Ewald energy of the two ions and $\xi/2$ for each electron. With $w(\mathbf q)=4\pi/\Omega q^2$ and $w(0)=0$, the first scatters one electron by $\mathbf q$ with amplitude $-w(\mathbf q)(e^{-i\mathbf q\cdot\boldsymbol\tau}+e^{i\mathbf q\cdot\boldsymbol\tau})=-2w(\mathbf q)\cos(\mathbf q\cdot\boldsymbol\tau)$, and the second scatters the electrons by $\mathbf q$ and $-\mathbf q$ with amplitude $w(\mathbf q)$. The lowest eigenvector has a real symmetric $C$, a spin singlet. With the density matrix $\gamma=2CC^T$,
\begin{align}
T_{\alpha\beta}&=\tfrac12\sum_{\mathbf G}\gamma_{\mathbf G\mathbf G}\,G_\alpha G_\beta,\nonumber\\
U^{ei}_{\alpha\beta}&=-2\sum_{\mathbf G,\mathbf q}\gamma_{\mathbf G+\mathbf q,\mathbf G}\,w(\mathbf q)\cos(\mathbf q\cdot\boldsymbol\tau)\Big(\delta_{\alpha\beta}-\frac{2q_\alpha q_\beta}{q^2}\Big),\nonumber\\
U^{ee}_{\alpha\beta}&=\sum_{\mathbf G,\mathbf G',\mathbf q}C_{\mathbf G+\mathbf q,\mathbf G'-\mathbf q}\,C_{\mathbf G\mathbf G'}\,w(\mathbf q)\Big(\delta_{\alpha\beta}-\frac{2q_\alpha q_\beta}{q^2}\Big),
\end{align}
and the constant part has the tensor (\ref{eq:Uew}). The energy is $E=-1.1806997$ hartree, with $T=0.6797252$ and
\begin{equation}
U=U^{ei}+U^{ee}+U^{\rm const}=-1.3354582+0.1048641-0.6298308=-1.8604249 .
\end{equation}
For the $xx$ component, in hartree,
\begin{align}
U_{xx}&=-0.382847+0.031744-0.355314=-0.706417,\nonumber\\
\Omega\sigma_{xx}&=-(2\times0.243387-0.706417)=0.21964 ,
\end{align}
and for the $yz$ component
\begin{align}
U_{yz}&=-0.092302+0.002166+0.272861=0.182725,\nonumber\\
\Omega\sigma_{yz}&=-(2\times(-0.025553)+0.182725)=-0.13162 .
\end{align}
Solving the eigenvalue problem again in cells strained by $\pm10^{-4}$ in a single entry of $\epsilon$ and taking the central difference gives $0.219644$ and $-0.131618$. Over all nine entries the largest difference between the two routes is $3.2\times10^{-9}$ hartree, and the finite-difference matrix is symmetric to $3.8\times10^{-10}$ hartree. With 1 hartree/bohr$^3=29421.02$ GPa, $\sigma_{xx}=0.219644/245.520\times29421.02=26.320$ GPa. The six components are $26.320$, $15.882$, $17.830$ GPa for $xx$, $yy$, $zz$ and $-15.772$, $-6.648$, $-6.997$ GPa for $yz$, $xz$, $xy$. For the trace,
\begin{align}
2T+U&=1.3594504-1.8604249=-0.500974,\nonumber\\
P&=\frac{-0.500974}{3\times245.520}=-6.8015\times10^{-4}\ \text{hartree/bohr}^3=-20.011\ \text{GPa}.
\end{align}
The difference quotient $-dE/d\Omega$ gives $3P\Omega=-0.5009744$ hartree, and $-(26.320+15.882+17.830)/3=-20.011$ GPa agrees. The kinetic tensor has a plain reading. Along the bond, $\mathbf n\cdot T\mathbf n=[0.243387+4(0.225178+0.211160)-8(0.025553)-4(0.017927+0.017281)]/9=0.1826$, below the average $T/3=0.2266$, as expected for a cloud elongated along the bond.

\medskip\noindent Q: So I should shrink this cell. But $-20$ GPa at the volume of an uncompressed solid is absurd. Has the theorem failed?

\medskip\noindent A: It has returned the derivative of the energy of the model to eight decimal places. The model is far from the real solid in three respects. First, the ions are not in equilibrium: at fixed cell $d\,dE/dd=-0.204046$ hartree, so the bond tends to lengthen. Only part of this is due to the basis: at a cutoff of 8.0 hartree the value is still $-0.130$ hartree. An isotropic strain stretches the bond along with the cell, and $dE/dh=+0.500974$ contains this $-0.204046$. For a rule that keeps the bond rigid the derivative is $0.500974+0.204046=0.705020$ hartree, a pressure of $-0.705020/736.560\times29421.02\approx-28$ GPa. The unrelaxed bond therefore makes the pressure less negative and does not explain its sign. It does bear on the shear. If the force lies along the bond, its share of $\Omega\sigma_{\alpha\beta}$ is $n_\alpha n_\beta\,d\,dE/dd$, which is $-0.091$ for $yz$ and $-0.045$ for $xz$ and $xy$, the larger part of $-0.132$, $-0.055$ and $-0.058$. In a triclinic cell the force need not be exactly along the bond, so this is an estimate.

Second, the basis is not complete. The kinetic energy of $0.68$ hartree lies far below the roughly $1.2$ hartree of a free hydrogen molecule, but this does not measure the basis error: by $T=3P\Omega-E$ it restates the negative pressure. The change of the energy with the cutoff does show the error. With a cutoff of 2.5 hartree (43 plane waves) the results are $E=-1.1112417$, $T=0.5500374$ hartree and $P=-22.417$ GPa. The slope between the two cutoffs is $(-1.1806997+1.1112417)/1.5=-0.0463$, and at the midpoint $E_c=3.25$ hartree the last term of (\ref{eq:pulay}) is $2\times3.25\times0.0463\approx0.30$ hartree, or about $-12$ GPa of pressure. This crude estimate belongs to the midpoint and is too large for the cutoff of 4.0 hartree, where the energy falls more slowly with $E_c$. Nor is it the part of the pressure that a complete basis would remove, because the derivative at fixed cutoff contains the basis error $\partial\Delta/\partial h$, which can cancel some of it and is not estimated here. The pressure moved by 2.4 GPa between the two cutoffs and has not converged. At 8.0 hartree (255 plane waves) $E=-1.2285$ and $T=0.789$ hartree and $P=-17.6$ GPa. A Hartree-Fock state in the same cell, whose pressure lies within 0.3 GPa of the correlated one at 4.0 and 8.0 hartree, gives $-15.1$ GPa at 100 hartree. (These higher cutoffs are not part of the numerical check below.) The basis thus accounts for only about 5 of the 20 GPa. Third, periodicity over a single cell repeats every electronic configuration in phase in all cells, which a real crystal does not do, and the error of this depends on the volume. This effect is not computed here, but of the three it is the only one left to account for the roughly $-15$ GPa that survives in a nearly complete basis. The practical answer is to converge the basis and the boundary conditions and to relax the ions before moving the cell.

\section{Two electrons in a container}

\noindent Q: In that example the basis strained with the cell, so the agreement was guaranteed by your own argument, and the real-space kernel between electrons never appeared.

\medskip\noindent A: The second example removes both objections. Two electrons repel by $1/r_{12}$ in the container $v=\frac12\sum_\alpha\omega_\alpha^2r_\alpha^2$, with chosen $\omega_x=\omega_y=\omega_\perp=0.5$ and $\omega_z=0.8$ hartree. For a diagonal strain $v(S^{-1}\mathbf r)$ has $r_\alpha\to r_\alpha/(1+\epsilon_{\alpha\alpha})$, which is the same as $\omega_\alpha\to\omega_\alpha/(1+\epsilon_{\alpha\alpha})$. Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, with conjugate momenta $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\mathbf p=(\mathbf p_1-\mathbf p_2)/2$. For each Cartesian component $r_{1\alpha}^2+r_{2\alpha}^2=2R_\alpha^2+r_\alpha^2/2$ and $p_{1\alpha}^2+p_{2\alpha}^2=P_\alpha^2/2+2p_\alpha^2$, so
\begin{equation}
H=\sum_\alpha\Big(\frac{P_\alpha^2}{4}+\omega_\alpha^2R_\alpha^2\Big)+\Big(-\nabla_r^2+\frac14\sum_\alpha\omega_\alpha^2r_\alpha^2+\frac1r\Big).
\end{equation}
The centre of mass is an oscillator of mass 2 and frequency $\omega_\alpha$, with energy $\omega_\alpha/2$ per direction, shared equally between kinetic and potential parts: $E_{\rm cm}=0.9000$, $T^{\rm cm}_{xx}=0.1250$, $T^{\rm cm}_{zz}=0.2000$ hartree. The relative problem is solved in a fixed basis of 40 radial polynomials on $0\le r\le14.0$ bohr times Legendre polynomials in $\cos\theta$ with $l=0,2,\dots,20$. In a fixed basis the derivative of the computed energy is $-W_{\alpha\beta}$ of (\ref{eq:W}), and for the separate components its agreement with $-(2T_{\alpha\beta}+U_{\alpha\beta})$ is not built in. The trace is a weaker test. A uniform stretch turns the radial polynomials into polynomials of the same degree, which leave the basis only through the condition at $r=14.0$ bohr, where the wave function is negligible. The trace identity therefore holds almost exactly even with too few Legendre polynomials.

The solver can be checked against an exact case. For isotropic $\omega=\frac12$ try $u=r\psi=f e^{-r^2/8}$ with $f=r+r^2/2$. Then $u''=[f''-\frac r2f'+(\frac{r^2}{16}-\frac14)f]e^{-r^2/8}$ with $f'=1+r$, $f''=1$, and $f/r=1+r/2$, so
\begin{equation}
-u''+\frac{r^2}{16}u+\frac ur=\Big[-1+\frac r2+\frac{r^2}2+\frac f4+1+\frac r2\Big]e^{-r^2/8}=\frac54\,u .
\end{equation}
The function has no node, so it is the ground state, and $E=\frac54+\frac34=2$. The numerical value is $2.0000000000$ hartree.

For the anisotropic container $E=2.3381626$ hartree, made of $T=0.8087893$, $U=0.4803893$ and the wall energy $1.0489840$. The virial tensor is (\ref{eq:coul}) for one pair, $U_{zz}=\langle\cos^2\theta/r\rangle$ and $U_{xx}=\frac12\langle\sin^2\theta/r\rangle$. In hartree,
\begin{align}
2T_{xx}+U_{xx}&=2\times0.2178640+0.1776124=0.6133404,\nonumber\\
2T_{zz}+U_{zz}&=2\times0.3730613+0.1251645=0.8712871 .
\end{align}
The wall tensor $W_{\alpha\alpha}=\omega_\alpha^2\sum_i\langle r_{i\alpha}^2\rangle$ comes out as $0.6133404$ and $0.8712871$, and the numerical derivatives of the energy as $-0.6133404$ and $-0.8712871$. The $xx$ value is half the derivative for straining $x$ and $y$ together, which keeps the axial symmetry. The trace is $2\times0.6133404+0.8712871=2.0979679$, equal to $2T+U=1.6175786+0.4803893$ and to the computed $-dE/dh=2.0979679$ hartree. It is also twice the wall energy, as it must be for a quadratic $v$, for which $\mathbf r\cdot\nabla v=2v$. Counting the wall energy in $U$ would add $1.0489840$ hartree and spoil the equality, because the wall moves with the strain and is not homogeneous of degree $-1$.

\medskip\noindent Q: Without repulsion $E=\sum_\alpha\omega_\alpha$ and the derivatives would be $-0.5$ and $-0.8$. The repulsion adds $0.113$ and $0.071$ to the push on the walls, yet $U_{xx}$ and $U_{zz}$ are $0.178$ and $0.125$. Where is the rest?

\medskip\noindent A: In the kinetic tensor. Without repulsion $T_{\alpha\alpha}=2\times\omega_\alpha/4$, which is $0.25$ and $0.4$. The repulsion spreads the cloud and lowers these to $0.2179$ and $0.3731$. For $xx$ the net change is $0.1776+2(0.2179-0.25)=0.113$, and for $zz$ it is $0.1252+2(0.3731-0.4)=0.071$. The theorem needs both tensors evaluated in the same interacting state. That $U_{xx}$ exceeds $U_{zz}$ says that the separation vector, weighted by $1/r$, points more along the soft directions. This is not by itself a sign of correlation. In the noninteracting ground state the weight of $\mathbf r$ is proportional to $e^{-ax^2-ay^2-bz^2}$ with $a<b$. Exchanging $x$ and $z$ shows that $\langle(x^2-z^2)/r^3\rangle$ is half the integral of $(x^2-z^2)(e^{-ax^2-bz^2}-e^{-az^2-bx^2})e^{-ay^2}/r^3$ times the normalization constant, and this integrand is never negative.

\medskip\noindent Q: What exactly does the numerical check below establish?

\medskip\noindent A: It differentiates $1/|S\mathbf r|$ and $1/(\det S\,|S^{-T}\mathbf G|^2)$ symbolically for all nine entries of $\epsilon$ and confirms the kernels of (\ref{eq:coul}) and (\ref{eq:kernel}). It applies (\ref{eq:D}) with a finite, nonsymmetric strain to a function that is no eigenstate, and finds on a grid a norm ratio of $1.0000000000$ and a kinetic energy of $0.87617098$ hartree by fast Fourier transform, the value given by (\ref{eq:Tfinite}). For the crystal (output lines marked A) it confirms that the Ewald energy and tensor are the same for two values of $\eta$ and that the trace of the tensor is the energy, and it compares the nine strain derivatives and the volume derivative, each from new diagonalizations, with (\ref{eq:theorem}) and (\ref{eq:virial}), taking $U$ as $E-T$. For the container (lines marked B) it tests the exact energy, the theorem in the fixed basis, the wall identity (\ref{eq:wall}) and the trace. It does not test the statements on degeneracy, screened or relativistic systems and density functionals, which rest on the algebra given with them, nor the estimate of the Pulay term, which is arithmetic on two printed energies.

\section*{Computed values}
\begin{verbatim}
0: norm ratio 1.0000000000; T strained FFT 0.87617098, formula 0.87617098 Ha
1 Ha/bohr^3 = 29421.02 GPa
A: lattice vectors [bohr]: [[6.2, 0.0, 0.0], [0.9, 6.6, 0.0], [0.5, -0.7, 6.0]]
A: Omega = 245.520 bohr^3; bond 1.4 bohr along (1,2,2)/3; step d = 0.0001
A: cutoff 4.0 Ha, 91 plane waves, dimension 8281
A: E = -1.1806997 Ha, T = 0.6797252 Ha, U = E-T = -1.8604249 Ha
A: U_ei = -1.3354582, U_ee = 0.1048641, U_const = -0.6298308 Ha
A: tensor order xx yy zz yz xz xy
T_ab [Ha]: 0.243387 0.225178 0.211160 -0.025553 -0.017927 -0.017281
Uei_ab [Ha]: -0.382847 -0.420893 -0.531718 -0.092302 -0.077765 -0.077446
Uee_ab [Ha]: 0.031744 0.026110 0.047010 0.002166 0.006162 0.006456
Uconst_ab [Ha]: -0.355314 -0.188107 -0.086409 0.272861 0.162938 0.163937
U_ab [Ha]: -0.706417 -0.582890 -0.571117 0.182725 0.091335 0.092948
-(2T+U)_ab [Ha]: 0.219644 0.132534 0.148796 -0.131618 -0.055481 -0.058386
dE/deps FD [Ha]: 0.219644 0.132534 0.148796 -0.131618 -0.055481 -0.058386
sigma [GPa]: 26.320 15.882 17.830 -15.772 -6.648 -6.997
A: max|FD-formula| = 3.2e-09 Ha, max|FD-FD^T| = 3.8e-10 Ha
A: 2T+U = -0.5009744 Ha, 3 P Omega (FD) = -0.5009744 Ha
A: P = -6.80154e-04 Ha/bohr^3 = -20.011 GPa
A: bond derivative d*dE/dd at fixed cell = -0.204046 Ha
A: cutoff 2.5 Ha, 43 waves: E = -1.1112417 Ha, T = 0.5500374 Ha, P = -22.417 GPa
B: basis 40 radial x l = 0,2,..,20, Rmax = 14.0 bohr
B: isotropic omega = 0.5 Ha: E = 2.0000000000 Ha
B: omega_perp = 0.5 Ha, omega_z = 0.8 Ha: E = 2.3381626 Ha
B: centre of mass E = 0.9000, T_xx = 0.1250, T_zz = 0.2000 Ha
B: T = 0.8087893, U = 0.4803893, E_wall = 1.0489840 Ha
B: T_xx = 0.2178640, U_xx = 0.1776124, W_xx = 0.6133404 Ha
B: T_zz = 0.3730613, U_zz = 0.1251645, W_zz = 0.8712871 Ha
B: xx: -(2T+U) = -0.6133404, dE/deps FD = -0.6133404 Ha
B: zz: -(2T+U) = -0.8712871, dE/deps FD = -0.8712871 Ha
B: 2T+U = 2.0979679 Ha, 3 P Omega = -dE/dh (FD) = 2.0979679 Ha
\end{verbatim}
